# The effective spin of an x2-y2 hole in L-edge dichroism

## Problem

A 3d\(^9\) ion has one empty spin-orbital: the real orbital \(\varphi=x^2-y^2\) times a spinor. The 3d spin-orbit coupling is neglected. A magnetic field saturates the spin. The unit vector \(\mathbf n\) lies on the field axis and points along the spin of the nine electrons, so \(S_n=\tfrac12\) in units of \(\hbar\). The field itself points along \(-\mathbf n\), because the magnetic moment of an electron is opposite to its spin. Field directions such as "along \(z\)" name the axis only. The X-ray beam runs along \(\mathbf n\). The spin sum rule for the L\(_{2,3}\) edges gives the combination

\[
S_{\rm eff}=S_n+\tfrac72\,T_n ,\qquad
\mathbf T=\sum_i\left[\mathbf s_i-3\,\mathbf r_i(\mathbf r_i\cdot\mathbf s_i)\right],
\]

where \(\mathbf r_i=(x,y,z)\) is the unit vector from the nucleus to electron \(i\), and \(T_n\) is the expectation value of \(\mathbf n\cdot\mathbf T\).

(a) Show that \(S_{\rm eff}=3S_n\) for a field along \(z\), that \(S_{\rm eff}=0\) for every field in the \(xy\) plane, and that the average over field directions is \(S_n\).

(b) Show from the absorption intensities themselves that the L\(_3\) and L\(_2\) dichroism does measure this \(S_{\rm eff}\).

## Hints

1. A filled d shell has \(\mathbf S=\mathbf T=0\). What does this say about the shell with one electron missing?
2. Without spin-orbit coupling the empty state is a product of orbital and spinor, so \(T_n\) factorizes. The orbital factor needs only \(\langle x^2\rangle\), \(\langle y^2\rangle\) and \(\langle z^2\rangle\).
3. For (b), write the projectors on the \(j=\tfrac32\) and \(j=\tfrac12\) levels of 2p in terms of \(\mathbf l\cdot\mathbf s\).
4. Which p orbitals are connected to \(x^2-y^2\) by light polarized along \(x\), \(y\) and \(z\)?

## Solution

### (a) The effective spin

**From the shell to the hole.** In a filled shell each orbital holds both spin states, and the expectation values of \(\mathbf s\) in the two cancel. Both \(\mathbf S\) and \(\mathbf T\) are linear in the electron spins, so both vanish. The values for nine electrons are therefore minus the values in the one empty spin-orbital \(\varphi\chi\). Since the shell has spin \(+\tfrac12\) along \(\mathbf n\), the empty spinor \(\chi\) points the other way:

\[
\langle\chi|\mathbf s|\chi\rangle=-\tfrac12\mathbf n .
\]

Inserting this in the definition of \(\mathbf T\), with the overall minus sign of the hole, gives

\[
T_n=-\left[-\tfrac12+\tfrac32\langle(\mathbf n\cdot\mathbf r)^2\rangle\right]
=S_n\,\langle 1-3(\mathbf n\cdot\mathbf r)^2\rangle ,
\]

where the remaining average is over \(|\varphi|^2\).

**The shape of the orbital.** In polar angles \(|\varphi|^2\propto\sin^4\theta\cos^2 2\phi\). With \(u=\cos\theta\) the azimuthal factor cancels in the ratio

\[
\langle z^2\rangle=\frac{\int_{-1}^{1}u^2(1-u^2)^2du}{\int_{-1}^{1}(1-u^2)^2du}
=\frac{\tfrac23-\tfrac45+\tfrac27}{2-\tfrac43+\tfrac25}
=\frac{16/105}{16/15}=\frac17 .
\]

A quarter turn about \(z\) only changes the sign of \(\varphi\), so \(\langle x^2\rangle=\langle y^2\rangle\). As the three averages add up to 1, each of these is \(\tfrac12(1-\tfrac17)=\tfrac37\). The mixed averages \(\langle xy\rangle\), \(\langle yz\rangle\), \(\langle zx\rangle\) vanish, because \(|\varphi|^2\) is even in each coordinate.

**The result.** Let \(\beta\) be the angle between \(\mathbf n\) and \(z\). Then

\[
\langle(\mathbf n\cdot\mathbf r)^2\rangle=\tfrac37\sin^2\beta+\tfrac17\cos^2\beta=\tfrac37-\tfrac27\cos^2\beta ,
\]

\[
T_n=S_n\left(-\tfrac27+\tfrac67\cos^2\beta\right),
\]

\[
S_{\rm eff}=S_n\left(1-1+3\cos^2\beta\right)=3\cos^2\beta\;S_n .
\]

This is \(3S_n\) along \(z\) and zero for any in-plane field, whatever its azimuth. For three orthogonal field directions the values of \(\cos^2\beta\) are the squared components of the unit vector \(\hat z\) along them. They add up to 1, so the mean of \(S_{\rm eff}\) is \(S_n\). Over the whole sphere the mean of \(\cos^2\beta\) is \(\tfrac13\), with the same result. In these averages the spin turns with the field and is saturated in every direction.

In numbers, for a field along \(z\), \(T_n=0.5\times\tfrac47=0.2857\) and \(S_{\rm eff}=0.5+3.5\times0.2857=1.5\). For a field along \(x\), \(T_n=0.5\times(-\tfrac27)=-0.1429\) and \(S_{\rm eff}=0.5-0.5=0\). At 45 degrees from \(z\), \(T_n=0.0714\) and \(S_{\rm eff}=0.75\). With \(g=2\) the magnitude of the moment is \(2\mu_B\) times the spin. The effective moments along \(z\), in plane and on average are thus \(3\mu_B\), 0 and \(1\mu_B\), while the true spin moment is \(1\mu_B\) throughout.

### (b) The same result from the spectrum

**Intensities.** Absorption lifts a 2p electron into the hole and leaves 2p\(^5\)3d\(^{10}\). The d shell is then full, so there is no 2p-3d multiplet splitting, and a one-electron calculation suffices. The radial integral is taken as equal at the two edges and set to one. For polarization \(\mathbf e\) the intensity at edge \(j\) is

\[
A_j(\mathbf e)=\sum_{m}\left|\langle\varphi\chi|\mathbf e\cdot\mathbf r|jm\rangle\right|^2=\langle w|P_j|w\rangle ,
\]

where \(P_j\) projects on the 2p level \(j\), and \(|w\rangle\) is the 2p part of \((\mathbf e\cdot\mathbf r)^\dagger|\varphi\chi\rangle\):

\[
|w\rangle=\sum_a v_a|p_a\rangle|\chi\rangle ,\qquad
v_a=\sum_b M_{ab}e_b^*,\qquad M_{ab}=\langle p_a|r_b|\varphi\rangle .
\]

**Dipole matrix.** The normalized functions are \(\varphi=\sqrt{15/16\pi}\,(x^2-y^2)\) and \(p_x=\sqrt{3/4\pi}\,x\). Over the sphere \(x^4\) averages to \(\tfrac15\). Since \(x^2(x^2+y^2+z^2)=x^2\) averages to \(\tfrac13\), \(x^2y^2\) averages to \(\tfrac12(\tfrac13-\tfrac15)=\tfrac1{15}\). Hence

\[
M_{xx}=\frac{\sqrt{45}}{8\pi}\,4\pi\left(\frac15-\frac1{15}\right)=\frac1{\sqrt5},\qquad
M_{yy}=-\frac1{\sqrt5},\qquad M_{zz}=0 .
\]

The off-diagonal elements vanish because their integrands are odd in some coordinate. Therefore \(\mathbf v=(e_x^*,-e_y^*,0)/\sqrt5\).

**Projectors.** From \(2\,\mathbf l\cdot\mathbf s=j(j+1)-2-\tfrac34\), the operator \(\mathbf l\cdot\mathbf s\) equals \(\tfrac12\) for \(j=\tfrac32\) and \(-1\) for \(j=\tfrac12\). The combinations that are 1 on one level and 0 on the other are

\[
P_{3/2}=\tfrac23(1+\mathbf l\cdot\mathbf s),\qquad P_{1/2}=\tfrac13(1-2\,\mathbf l\cdot\mathbf s).
\]

In the product state \(|w\rangle\) the spin average factors out:

\[
\langle w|\mathbf l\cdot\mathbf s|w\rangle=-\tfrac12 L,\qquad
L=\sum_{ab}v_a^*(\mathbf n\cdot\mathbf l)_{ab}v_b=-i\,\mathbf n\cdot(\mathbf v^*\times\mathbf v),
\]

where \((l_k)_{ab}=-i\epsilon_{kab}\) in the basis \(p_x,p_y,p_z\).

**Circular light.** Take \(\mathbf e_\pm=(\mathbf e_1\pm i\mathbf e_2)/\sqrt2\) with \(\mathbf e_1\times\mathbf e_2=\mathbf n\). Plus light raises the angular momentum along \(\mathbf n\). The cross product is

\[
\mathbf e_+\times\mathbf e_+^*=\tfrac12\left(-i\,\mathbf e_1\times\mathbf e_2+i\,\mathbf e_2\times\mathbf e_1\right)=-i\,\mathbf n .
\]

As \(v_z=0\), only the \(z\) component of \(\mathbf v^*\times\mathbf v\) survives:

\[
(\mathbf v^*\times\mathbf v)_z=\tfrac15\left(-e_xe_y^*+e_ye_x^*\right)=-\tfrac15(\mathbf e_+\times\mathbf e_+^*)_z=\tfrac i5 n_z .
\]

So \(L_+=-i\,n_z\,(i/5)\,n_z=\tfrac15\cos^2\beta\). Minus light has the complex conjugate polarization, which gives \(L_-=-L_+\). The norm \(|\mathbf v|^2=(|e_x|^2+|e_y|^2)/5\) is the same for both, so the unit terms of the projectors cancel in the differences \(D_j=A_j(\mathbf e_+)-A_j(\mathbf e_-)\), where \(D_3\) belongs to \(j=\tfrac32\) and \(D_2\) to \(j=\tfrac12\):

\[
D_3=\tfrac23\left(-\tfrac12\right)(L_+-L_-)=-\tfrac2{15}\cos^2\beta,
\]

\[
D_2=-\tfrac23\left(-\tfrac12\right)(L_+-L_-)=+\tfrac2{15}\cos^2\beta .
\]

**Normalization.** Let \(I\) be the absorption at both edges, summed over three orthogonal polarizations. Because \(P_{3/2}+P_{1/2}=1\), it is the sum of \(|\mathbf v|^2\). Over an orthonormal set \(|e_x|^2\) and \(|e_y|^2\) each add up to 1, so \(I=\tfrac25\). Then

\[
\frac{D_3-2D_2}{I}=\frac{-\tfrac25\cos^2\beta}{\tfrac25}=-\cos^2\beta=-\tfrac23S_{\rm eff},
\]

since \(S_{\rm eff}=\tfrac32\cos^2\beta\) for \(S_n=\tfrac12\). This is the spin sum rule for one hole. Its minus sign belongs to the present choice: plus light raises the angular momentum, and \(S_{\rm eff}\) refers to the electrons, not to the hole.

**Why the in-plane signal vanishes.** For an in-plane field, circular light has one linear component in the plane and one along \(z\). The \(z\) component has no amplitude between 2p and \(x^2-y^2\), because \(M_{zz}=0\) and the off-diagonal elements vanish. What is absorbed is the in-plane linear component, which is the same for both helicities. The dichroism is then zero at each edge separately, although the spin is fully aligned.

**The choice of normalization matters.** Suppose \(I\) is replaced by \(\tfrac32\) times the sum of the plus and minus intensities. For a field along \(z\) this sum is already \(\tfrac25\), since light polarized along \(z\) is not absorbed. The denominator becomes \(\tfrac35\), and the apparent value is \(\tfrac32\times\tfrac25\div\tfrac35=1\), or \(2S_n\) instead of \(3S_n\). In plane the result stays zero, so the mean over \(x,y,z\) falls to \(\tfrac13\), or \(\tfrac23S_n\). The average returns the spin when each spectrum is divided by the three-polarization sum.

With more than one d hole the final state keeps an open d shell. The 2p-3d interaction can then mix the two edges, and the derivation in (b) does not cover that case.

The numerical check checks these results with matrix elements computed by quadrature and 2p levels found by diagonalization.

## Variation 1: any real d orbital

*Replace \(x^2-y^2\) by an arbitrary real d orbital. Does the average still give the spin? What are the values for a \(z^2\) hole?*

Write \(\varphi=\sqrt{15/8\pi}\;\mathbf r\cdot m\,\mathbf r\) with \(m\) real, symmetric and traceless, and \(\mathrm{tr}\,m^2=1\). The average of six components of \(\mathbf r\) over the sphere is an isotropic, fully symmetric tensor. It is a constant times the sum over the 15 ways of pairing the indices with Kronecker deltas. The average of \(z^6\) is \(\tfrac17\), so the constant is \(\tfrac1{105}\).

Contract this tensor with \(m\) twice, leaving \(a\) and \(b\) free. Pairing \(a\) with \(b\) gives \(2\,\mathrm{tr}\,m^2\,\delta_{ab}=2\delta_{ab}\). Eight other pairings give \((m^2)_{ab}\) each, and the rest contain \(\mathrm{tr}\,m=0\). With the prefactor \(4\pi\times15/8\pi=\tfrac{15}2\),

\[
\langle r_ar_b\rangle=\frac{15}{2}\,\frac{2\delta_{ab}+8(m^2)_{ab}}{105}=\frac{\delta_{ab}+4(m^2)_{ab}}7 .
\]

The factorized form of \(T_n\) in (a) holds for any real orbital, so

\[
\frac{S_{\rm eff}}{S_n}=1+\frac72\left[1-\frac37-\frac{12}7\,\mathbf n\cdot m^2\mathbf n\right]=3-6\,\mathbf n\cdot m^2\mathbf n .
\]

The mean over three orthogonal directions is \(3-2\,\mathrm{tr}\,m^2=1\), so the average gives the spin for every real d orbital. For \(z^2\), \(m=\mathrm{diag}(-1,-1,2)/\sqrt6\) and \(m^2=\mathrm{diag}(1,1,4)/6\). The effective spin is \(-S_n\) along \(z\) and \(2S_n\) in plane. A field along \(z\) thus gives dichroism of the opposite sign to that of an \(x^2-y^2\) hole. The program tests the general formula against computed spectra for random real d orbitals.

## Variation 2: weak 3d spin-orbit coupling

*Add \(\zeta\,\mathbf l\cdot\mathbf s\) for the 3d electrons. How do the three results change to first order in \(\zeta\)?*

Let the other d orbitals \(k\) lie below \(x^2-y^2\) by \(\delta_k\), with \(xz\) and \(yz\) degenerate, and let an exchange field from neighbouring spins, acting along the axis \(\mathbf n\), raise the spin direction of the hole by \(\Delta\) above the other one. The Coulomb repulsion within the d shell adds nothing to \(\Delta\), because it is the same for every state of a single hole. First-order perturbation theory mixes states \(|k\tau\rangle\) into the empty state \(|\varphi\chi\rangle\). There is no admixture of \(\varphi\) itself, because \(\langle\varphi|\mathbf l|\varphi\rangle=0\) for a real orbital. The terms of \(S_{\rm eff}\) without \(\mathbf r\) then drop out by orthogonality, and the term \(-3\,r_n(\mathbf r\cdot\mathbf s)\) remains. With the minus sign of the hole, the factor \(\tfrac72\) and the two cross terms, its prefactor is \(-\tfrac72\times(-3)\times2=21\):

\[
\delta S_{\rm eff}=21\,\zeta\,\mathrm{Re}\sum_{k\tau abc}n_a
\frac{\langle\varphi|r_ar_b|k\rangle\langle k|l_c|\varphi\rangle\langle\chi|s_b|\tau\rangle\langle\tau|s_c|\chi\rangle}{E_{\varphi\chi}-E_{k\tau}} .
\]

For real orbitals the elements of \(r_ar_b\) are real and those of \(l_c\) imaginary, so only the imaginary part of the spin factor counts. For \(\tau=\chi\) that factor is real. For the flipped spin, \(s_bs_c=\tfrac14\delta_{bc}+\tfrac i2\sum_d\epsilon_{bcd}s_d\) gives the imaginary part \(-\tfrac14\sum_d\epsilon_{bcd}n_d\), and the denominator is \(\delta_k+\Delta\) for every \(\mathbf n\).

Now add the results for three orthogonal fields. Since \(\sum n_an_d=\delta_{ad}\), the product \(r_ar_b\), symmetric in \(a\) and \(b\), meets the antisymmetric \(\epsilon_{bca}\). The first-order change of the mean is zero. This holds for any triad as long as the spin is held along \(\mathbf n\) by a field that acts on the spin alone, as the exchange field does. An applied magnetic field couples to \(\mathbf l+2\mathbf s\). For an ion with \(\Delta=0\) the g factors then differ at first order, \(g_z-g_x=8\zeta/\delta_{xy}-2\zeta/\delta_{xz}\), and the spin tilts away from an oblique field. The tilt adds \(\tfrac34(g_z-g_x)\cos^2\beta\sin^2\beta\) to \(S_{\rm eff}\). This term vanishes along \(x,y,z\) but does not cancel in an oblique triad.

For a field along \(z\) the intermediate orbitals are \(xz\) and \(yz\), as \(l_y\varphi=-i|xz\rangle\) and \(l_x\varphi=-i|yz\rangle\). The pairing rule of Variation 1 gives averages \(\tfrac3{105}\) for \(x^4z^2\) and \(\tfrac1{105}\) for \(x^2y^2z^2\), so

\[
\langle\varphi|xz|xz\rangle=\tfrac{15}2\left(\tfrac3{105}-\tfrac1{105}\right)=\tfrac17,\qquad
\langle\varphi|yz|yz\rangle=-\tfrac17 .
\]

The pairs \((b,c)=(x,y)\) and \((y,x)\) enter with opposite signs and together give \(-\tfrac i7-\tfrac i7=-\tfrac{2i}7\). Multiplied by \(-\tfrac i4\) this is \(-\tfrac1{14}\), and

\[
\delta S_{\rm eff}(z)=-\frac{3\zeta}{2(\delta_{xz}+\Delta)},\qquad
\delta S_{\rm eff}(x)=\delta S_{\rm eff}(y)=+\frac{3\zeta}{4(\delta_{xz}+\Delta)} .
\]

The in-plane values follow from the zero sum and the equivalence of \(x\) and \(y\).

Take the round model values \(\delta_{xz}=1.7\) eV, \(\Delta=0.5\) eV and \(\zeta=0.1\) eV. This \(\Delta\) is a model choice on the large side: as a ferromagnetic exchange splitting it would mean a mean-field ordering temperature \(\Delta/2k_B\approx2900\) K, while the Zeeman splitting at 10 T is about 1 meV. The shifts are \(-0.15/2.2=-0.068\) along \(z\) and \(+0.034\) in plane, which predicts 1.432 and 0.034. Diagonalization, with \(z^2\) and \(xy\) placed 1.0 and 1.5 eV below \(x^2-y^2\), gives 1.438 and 0.036. The in-plane signal is no longer zero: it corresponds to an effective moment of about \(0.07\mu_B\). The mean over \(x,y,z\) is 0.504, close to the ideal 0.5, as expected when its first-order change vanishes; the true spin projection averaged over the same fields is 0.498. For \(\Delta\to0\) the values along \(z\) and in plane become 1.419 and 0.045, and the mean over \(x,y,z\) is 0.503. In that limit an ion aligned by a magnetic field gives a mean of 0.556 for three orthogonal fields with \(\cos^2\beta=\tfrac13\), because of the tilt described above.

## Table of computed values

```
Ideal x2-y2 hole, no 3d spin-orbit coupling
<x^2> of x2-y2: 0.4286 (dimensionless)
<y^2> of x2-y2: 0.4286 (dimensionless)
<z^2> of x2-y2: 0.1429 (dimensionless)
Field along z:
  S_n: 0.5000 hbar
  T_n: 0.2857 hbar
  S_eff from spectrum: 1.5000 hbar
  D3: -0.1333 radial integral squared
  D2: 0.1333 radial integral squared
Field along x:
  S_n: 0.5000 hbar
  T_n: -0.1429 hbar
  S_eff from spectrum: 0.0000 hbar
  D3: 0.0000 radial integral squared
  D2: 0.0000 radial integral squared
Field along y:
  S_n: 0.5000 hbar
  T_n: -0.1429 hbar
  S_eff from spectrum: 0.0000 hbar
  D3: 0.0000 radial integral squared
  D2: 0.0000 radial integral squared
Field along in-plane diagonal:
  S_n: 0.5000 hbar
  T_n: -0.1429 hbar
  S_eff from spectrum: 0.0000 hbar
  D3: 0.0000 radial integral squared
  D2: 0.0000 radial integral squared
Field along 45 deg from z:
  S_n: 0.5000 hbar
  T_n: 0.0714 hbar
  S_eff from spectrum: 0.7500 hbar
  D3: -0.0667 radial integral squared
  D2: 0.0667 radial integral squared
I, all fields: 0.4000 radial integral squared
Mean S_eff, random orthogonal triad: 0.5000 hbar
Mean S_eff, whole sphere: 0.5000 hbar
Effective moment, field z (g=2): 3.0000 mu_B
Effective moment, field x (g=2): 0.0000 mu_B
Mean effective moment (g=2): 1.0000 mu_B
S_eff, short normalization, z: 1.0000 hbar
S_eff, short normalization, mean: 0.3333 hbar
Model with 3d spin-orbit coupling
Levels x2-y2, z2, xy, xz, yz: 0.0 -1.0 -1.5 -1.7 -1.7 eV
Exchange splitting: 0.50 eV
Spin-orbit constant: 0.10 eV
S_n, field z: 0.4991 hbar
S_eff, field z: 1.4381 hbar
First-order slope of S_eff, field z: -0.6818 hbar/eV
S_n, field x: 0.4972 hbar
S_eff, field x: 0.0364 hbar
First-order slope of S_eff, field x: 0.3409 hbar/eV
Mean S_eff over x, y, z: 0.5036 hbar
First-order slope of the mean: 0.0000 hbar/eV
```
